# Mean free path of a precursor vapour at 1 Torr

## The problem

A precursor for vapour deposition is held as a pure vapour at a pressure of 1 Torr and a temperature of 400 K. Its molecules are modelled as hard spheres of diameter 0.80 nm.

(a) Derive the mean free path in terms of temperature, pressure and diameter.

(b) Show that it is about 15 micrometres for the values given.

(c) Find how strongly the result depends on the diameter, and state the conditions under which it holds.

The vapour is in thermal equilibrium, and the point considered is far from any wall. The mean free path $\lambda$ is the total distance travelled by the molecules divided by the number of free flights that make up this distance. The diameter $d$ is the distance between the centres of two molecules when they touch. SI units are used, with lengths quoted in nanometres or micrometres.

## Hints

**Hint 1.** Follow one molecule for a long time. Express the distance it covers through its mean speed, and the number of its collisions through a mean collision rate.

**Hint 2.** To find the collision rate, sit on one molecule and watch the others fly past. How close must the centre of another molecule come for the two to touch?

**Hint 3.** The speed that matters in Hint 2 is the relative speed. Each Cartesian component of a molecular velocity has a Gaussian distribution. What is the distribution of the difference of two such components?

**Hint 4.** The number density follows from the pressure and the temperature. Convert Torr to pascal and nanometres to metres before inserting numbers.

**Hint 5.** For part (c), compare the diameter with the distance between molecules, and the mean free path with the size of the vessel.

## Full solution

### From the definition to two averages

Over a long time $t$ a molecule takes on all velocities with the weights of the equilibrium distribution. It covers the distance $\langle v\rangle t$ and suffers $\nu t$ collisions, where $\langle v\rangle$ is the mean speed and $\nu$ the mean collision rate. Hence

$$\lambda=\frac{\langle v\rangle t}{\nu t}=\frac{\langle v\rangle}{\nu}. \tag{1}$$

### The collision rate

Take a molecule with velocity $\mathbf v_1$, and consider partners with velocity $\mathbf v_2$. Seen from the first molecule, these partners move with the relative velocity $\mathbf g=\mathbf v_2-\mathbf v_1$, of magnitude $g$.

Two spheres of diameter $d$ touch when their centres are a distance $d$ apart, one radius $d/2$ coming from each. A partner therefore collides if the straight line followed by its centre passes within $d$ of the centre of the first molecule. The target area is a disc of radius $d$,

$$\sigma=\pi d^2 .$$

The partners that strike during a short time $\delta t$ have their centres in a volume of cross section $\sigma$ and length $g\,\delta t$. If $n$ is the number density, and if positions and velocities of different molecules are uncorrelated before they collide, the expected number of such partners is $n\sigma g\,\delta t$, averaged over $\mathbf v_2$. Dividing by $\delta t$ and averaging over $\mathbf v_1$ as well gives

$$\nu=n\pi d^2\langle g\rangle . \tag{2}$$

The absence of correlations is an assumption about a dilute gas; how dilute the vapour is will be checked below.

### The mean speed

In equilibrium each Cartesian component of the velocity of a molecule of mass $m$ is Gaussian, with mean zero and variance $s^2=kT/m$, where $k$ is the Boltzmann constant. The three components are independent. Integrating over all directions gives a factor $4\pi v^2$, so that

$$\langle v\rangle=\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^\infty v^3e^{-v^2/2s^2}\,dv .$$

Substitute $w=v^2/2s^2$. Then $v^2=2s^2w$ and $v\,dv=s^2dw$, so $v^3dv=2s^4w\,dw$. Since $\int_0^\infty we^{-w}dw=1$, the integral equals $2s^4$, and

$$\langle v\rangle=\frac{8\pi s^4}{(2\pi)^{3/2}s^3}=\frac{4s}{\sqrt{2\pi}}=\sqrt{\frac{8}{\pi}}\,s=\sqrt{\frac{8kT}{\pi m}} . \tag{3}$$

### The mean relative speed

Each component of $\mathbf g$ is the difference of two independent Gaussian variables with variance $s^2$. Such a difference is again Gaussian. Its mean is zero and its variance is $s^2+s^2=2s^2$, because variances add for a difference as they do for a sum. The distribution of $\mathbf g$ thus has the same form as that of $\mathbf v$, with $s$ replaced by $\sqrt2\,s$. Equation (3) then gives

$$\langle g\rangle=\sqrt{\frac{8}{\pi}}\,\sqrt2\,s=\sqrt2\,\langle v\rangle . \tag{4}$$

A direct numerical integration over two molecular speeds and the angle between the velocities, which does not use this argument, gives $\langle g\rangle/\langle v\rangle=1.41421$, in agreement with $\sqrt2$.

### The formula

Insert (2) and (4) into (1):

$$\lambda=\frac{\langle v\rangle}{n\pi d^2\sqrt2\,\langle v\rangle}=\frac{1}{\sqrt2\,n\pi d^2} . \tag{5}$$

The mean speed cancels, and the mass with it. If all molecules of the vapour were heavier, they would move more slowly, but their collisions would be rarer in the same proportion.

If the partners stood still, the relative speed would equal the speed of the moving molecule, and the result would be $1/(n\pi d^2)$. The factor $\sqrt2$ accounts for the motion of the partners, which brings additional collisions.

For a dilute gas $p=nkT$, so $n=p/(kT)$ and

$$\boxed{\lambda=\frac{kT}{\sqrt2\,\pi d^2p}} \tag{6}$$

At fixed pressure $\lambda$ is proportional to $T$, because heating thins the gas. In a closed vessel of fixed volume $n$ is constant instead, and (5) shows that the hard-sphere path does not change with temperature.

### The numbers

The thermal energy is

$$kT=(1.380649\times10^{-23}\ \mathrm{J/K})(400\ \mathrm K)=5.5226\times10^{-21}\ \mathrm J .$$

With $p=1\ \mathrm{Torr}=133.322\ \mathrm{Pa}$ the density is

$$n=\frac{133.322\ \mathrm{Pa}}{5.5226\times10^{-21}\ \mathrm J}=2.414\times10^{22}\ \mathrm{m^{-3}} .$$

The cross section is

$$\pi d^2=\pi(0.80\ \mathrm{nm})^2=2.011\ \mathrm{nm^2}=2.011\times10^{-18}\ \mathrm{m^2} .$$

Therefore

$$\lambda=\frac{1}{1.4142\times2.414\times10^{22}\times2.011\times10^{-18}}\ \mathrm m=1.457\times10^{-5}\ \mathrm m=14.6\ \mathrm{\mu m},$$

which is about 15 micrometres, as was to be shown.

The geometry and the factor $\sqrt2$ can be tested together by counting. Partners were placed at random around a molecule, all velocities were drawn from the equilibrium distribution, and the pairs whose centres came within $d$ in a given time were counted. The 31560 encounters found give a path of 14.58 micrometres. The statistical uncertainty of such a count is about $1/\sqrt{31560}$, or 0.6 percent, so the agreement with (6) is within the sampling error.

### Dependence on the diameter

Since $\lambda\propto d^{-2}$, a small relative change of $d$ changes $\lambda$ by twice as much in the opposite direction. For larger changes (6) should be evaluated anew. At the same pressure and temperature, $d=0.70$ nm gives 19.0 micrometres and $d=0.90$ nm gives 11.5 micrometres. A molecular diameter known to 0.1 nm thus fixes the path to between a fifth and a third of its value, and "about 15 micrometres" is as fine a statement as the model deserves.

### Conditions

**Dilution.** The mean spacing $n^{-1/3}$ is 34.6 nm, some forty times the diameter. A finer measure comes from the first correction to the ideal-gas law for hard spheres, $p=nkT(1+\tfrac{2\pi}{3}nd^3+\dots)$. Its coefficient is half the volume $\tfrac{4\pi}{3}d^3$ from which one molecule excludes the centre of another. Here

$$\tfrac{2\pi}{3}nd^3=2.6\times10^{-5},$$

so the volume of the molecules has no visible effect on the density.

**Classical motion.** For a molar mass of 411 g/mol, the value for the hafnium compound discussed at the end, the thermal wavelength $h/\sqrt{2\pi mkT}$ is 0.0043 nm. For the relative motion of a pair the reduced mass $m/2$ enters, which gives 0.0061 nm. Both are below one percent of $d$, so classical trajectories describe the collisions that deflect a molecule noticeably. Diffraction adds scattering through angles of the order of a hundredth of a radian or less. It roughly doubles the total quantum cross section, to about $2\pi d^2$, but transfers almost no momentum, and it is not counted as a collision here.

**Walls.** The ratio of $\lambda$ to the width of the vessel is the Knudsen number. For a delivery tube 25 mm wide it is $5.8\times10^{-4}$: molecules collide with each other many times while crossing the tube, and the vapour flows as a continuous fluid except in a thin layer at the wall. For a trench 100 nm wide, filled with vapour at the same pressure and temperature, it is 146. A molecule then crosses from wall to wall with little chance of meeting another. In the trench, $\lambda$ still measures how rare molecular collisions are, but it is no longer the length of a typical flight, which the walls cut short.

**Choice of average.** Let $\nu(v)$ be the collision rate of a molecule with speed $v$. Its expected path to the next collision is $v/\nu(v)$. Averaging this over the molecules present at one instant gives $\langle v/\nu(v)\rangle=13.96$ micrometres, 4 percent below (6). The definition used here averages over free flights instead. Molecules of speed $v$ begin flights in proportion to $\nu(v)$, so this average is

$$\frac{\langle\nu(v)\,[v/\nu(v)]\rangle}{\langle\nu(v)\rangle}=\frac{\langle v\rangle}{\nu},$$

which is (1). It is the larger of the two because fast molecules have both more collisions and longer paths, and the weight $\nu(v)$ favours them.

## Variation 1: a trace of precursor in nitrogen

*The total pressure is again 1 Torr at 400 K, but nearly all of it is nitrogen. What is the mean free path of a precursor molecule? Take 0.37 nm for the diameter of nitrogen, and molar masses of 411 and 28 g/mol.*

Label the precursor 1 and nitrogen 2. Collisions between precursor molecules are now negligible. Two things change in the derivation.

First, the centres at contact are separated by the sum of two different radii,

$$d_{12}=\frac{0.80+0.37}{2}\ \mathrm{nm}=0.585\ \mathrm{nm} .$$

Second, the velocity components have variances $kT/m_1$ and $kT/m_2$. Those of the relative velocity have the variance

$$\frac{kT}{m_1}+\frac{kT}{m_2}=\frac{kT}{m_1}\left(1+\frac{m_1}{m_2}\right).$$

The mean relative speed is therefore $\langle v_1\rangle\sqrt{1+m_1/m_2}$, and

$$\lambda_1=\frac{1}{n\pi d_{12}^2\sqrt{1+m_1/m_2}} . \tag{7}$$

For equal masses and diameters this returns to (5). For a very light molecule among heavy ones the root tends to 1, the case of partners at rest.

The density $n$ is unchanged, since it depends on total pressure and temperature. With $m_1/m_2=14.68$ the root is $\sqrt{15.68}=3.96$, and $\pi d_{12}^2=1.075\ \mathrm{nm^2}$. Then

$$\lambda_1=\frac{1}{2.414\times10^{22}\times1.075\times10^{-18}\times3.96}\ \mathrm m=9.7\ \mathrm{\mu m} .$$

The smaller target lengthens the path by a factor $2.011/1.075=1.87$. The fast nitrogen molecules shorten it by $3.96/1.414=2.80$. The second effect wins, and the path is a third shorter than in the pure vapour. Counting encounters as before, now with 31519 of them, gives 9.75 micrometres.

For a mixture with precursor mole fraction $x$ the two collision rates add. Dividing their sum by $\langle v_1\rangle$ gives, at the same total pressure and temperature,

$$\frac1{\lambda_{\rm mix}}=\frac{x}{14.57\ \mathrm{\mu m}}+\frac{1-x}{9.73\ \mathrm{\mu m}} ,$$

so the path lies between the two values.

A collision with nitrogen also deflects the heavy molecule less. In an elastic collision its velocity changes by $m_2/(m_1+m_2)$ times the change of $\mathbf g$, which is at most $2g$ in magnitude. At the mean relative speed this is at most $2\times3.96/15.68=0.51$ of $\langle v_1\rangle$. Pairs that actually collide are weighted by $g$, so their mean relative speed is $3\pi/8=1.18$ times larger and the bound there is about 0.6; single collisions with fast partners can exceed either figure. Averaged over collisions, $\langle\mathbf v'\cdot\mathbf v\rangle/\langle v^2\rangle$, with $\mathbf v$ and $\mathbf v'$ the velocities before and after, is about 0.92 in nitrogen against 0.43 in the pure vapour. A precursor molecule thus keeps most of its forward motion, and $\lambda_1$ should not be read as the distance over which its direction is forgotten.

## Variation 2: a hard core with attraction

*Return to the pure vapour. Suppose that 0.80 nm is the diameter of a bare core, and that two molecules at separation $r\ge d$ have the potential energy $-\varepsilon(d/r)^6$ with $\varepsilon=0.050$ eV. How far does this shorten the path between core contacts, if only partners arriving from far away are counted?*

Attraction bends passing molecules inward, so the target area grows. Let $\mu=m/2$ be the reduced mass, $E=\tfrac12\mu g^2$ the relative kinetic energy at large distance, and $b$ the impact parameter, the distance at which the partner would pass if it were not deflected. The angular momentum is $\mu gb$, and its centrifugal energy is $(\mu gb)^2/(2\mu r^2)=Eb^2/r^2$. Energy conservation gives

$$\tfrac12\mu\dot r^2=E-\frac{Eb^2}{r^2}+\frac{\varepsilon d^6}{r^6} .$$

The partner reaches the core if the right side stays positive all the way in to $r=d$. Multiplying by $r^2/E$ turns this into

$$b^2<B(r)=r^2+\frac{\varepsilon d^6}{Er^4}\qquad\text{for all } r\ge d .$$

The largest successful $b^2$ is the minimum of $B$ over this range. The derivative $B'=2r-4\varepsilon d^6/(Er^5)$ is negative below and positive above the radius $r_0$ given by $r_0^6=2\varepsilon d^6/E$.

- If $E\ge2\varepsilon$, then $r_0\le d$. The minimum lies at $r=d$, and $b^2=d^2(1+\varepsilon/E)$.
- If $E<2\varepsilon$, then $r_0>d$. Using $\varepsilon d^6/E=r_0^6/2$, the minimum is $b^2=r_0^2+\tfrac12r_0^2=\tfrac32d^2(2\varepsilon/E)^{1/3}$.

Both expressions equal $\tfrac32d^2$ at $E=2\varepsilon$.

The collision rate is now $n\langle g\,\pi b^2\rangle$. The distribution of $g$ is proportional to $g^2e^{-\mu g^2/2kT}$, and the rate supplies one more factor $g$. With $x=E/kT$, $g^3dg$ is proportional to $x\,dx$. The rate therefore rises by the factor

$$F=\int_0^\infty xe^{-x}\,\frac{b^2}{d^2}\,dx, \tag{8}$$

which is 1 without attraction, as it must be. Pairs already held together by the attraction, which can touch again and again, are not counted here. They are few, but they touch often: in equilibrium all core contacts together rise by the Boltzmann factor $e^{\varepsilon/kT}$, which is 4.27 for the values below, so these pairs make more than half of all contacts.

Here $kT=0.0345$ eV and $\varepsilon/kT=1.45$. Numerical integration gives $F=1.94$, and the path becomes

$$\frac{14.57\ \mathrm{\mu m}}{1.936}=7.5\ \mathrm{\mu m} .$$

For weak attraction, $\varepsilon\ll kT$, the first expression for $b^2$ covers nearly the whole integral, and $F\approx1+\varepsilon/kT$. Used here, this would give 2.45. It is too large because slow partners are turned back by the centrifugal energy before they reach the core.

The same path would follow from hard spheres without attraction of diameter $0.80\sqrt{1.936}=1.11$ nm. The value of 15 micrometres thus requires that 0.80 nm be an effective collision diameter at 400 K, with attraction already included. Such a diameter depends on what is counted: 1.11 nm reproduces the core contacts, while viscosity and diffusion, which weight each encounter by its deflection, correspond for the same potential to about 0.97 and 0.94 nm.

### Comparison with a real precursor

The molar mass of 411 g/mol is that of tetrakis(ethylmethylamido)hafnium, a liquid used to deposit hafnium oxide. A diameter of 0.80 nm is a rough size for such a molecule, and the well depth and the nitrogen diameter are rough as well. In the pure vapour the model gives a mean speed of 143.5 m/s and $143.5/(14.57\times10^{-6})\approx10^7$ collisions per second for each molecule. If a carrier gas supplies part of the total pressure of 1 Torr, the path changes; for a trace in nitrogen it falls to 9.7 micrometres. Real molecules also attract each other and are not spheres. With the well depth assumed in Variation 2, and counting only partners that arrive from far away, attraction roughly halves the path if the diameter used is that of the bare core. The effect of shape has not been estimated here. The model is also silent on whether the compound decomposes at 400 K.

## Numbers as computed

```
collision diameter: 0.80 nm
pressure: 1.00 Torr = 133.322 Pa
temperature: 400 K
Boltzmann constant: 1.380649e-23 J/K
thermal energy kT: 5.5226e-21 J
number density: 2.4141e+22 m^-3
cross section pi d^2: 2.0106 nm^2
mean free path: 14.57 micrometre
mean free path, d = 0.70 nm: 19.0 micrometre
mean free path, d = 0.90 nm: 11.5 micrometre
relative / mean speed, quadrature: 1.41421
square root of two: 1.41421
encounters counted, pure vapour: 31560
mean free path, counted: 14.58 micrometre
precursor molar mass: 411 g/mol
precursor molecular mass: 6.8248e-25 kg
mean speed: 143.5 m/s
collision rate per molecule: 9.854e+06 s^-1
path by alternative average: 13.96 micrometre
nitrogen diameter: 0.37 nm
nitrogen molar mass: 28 g/mol
precursor-nitrogen contact distance: 0.585 nm
precursor / nitrogen mass ratio: 14.68
path as trace in nitrogen: 9.73 micrometre
encounters counted, nitrogen: 31519
path in nitrogen, counted: 9.75 micrometre
attraction well depth: 0.050 eV
thermal energy kT: 0.0345 eV
well depth / kT: 1.451
collision-rate factor from attraction: 1.936
path with bare core + attraction: 7.53 micrometre
density parameter (2 pi/3) n d^3: 2.59e-05
mean spacing n^(-1/3): 34.6 nm
thermal wavelength: 0.00431 nm
tube width: 25 mm
Knudsen number, tube: 5.83e-04
trench width: 100 nm
Knudsen number, trench: 146
```
